# Optimal truncation of the quartic anharmonic oscillator series

## Problem

A particle moves in one dimension with

$$H=\tfrac12p^2+\tfrac12x^2+g\,x^4,\qquad g>0,$$

in units $m=\omega=\hbar=1$. Energies are in $\hbar\omega$ and $g$ is dimensionless. The ground-state energy has the formal expansion $E(g)\sim\frac12+\sum_{n\ge1}a_ng^n$. Let $S_N$ be the sum through order $N$, $t_n=|a_n|g^n$ the size of a term, and $R_N=|E-S_N|$ the truncation error.

1. Find a recursion that generates the $a_n$.
2. Show that they grow factorially, and find the large-$n$ law.
3. Find the order at which the partial sums should be stopped, and the smallest error, for $g=0.02$, $0.05$ and $0.1$.

## Hints

- **Part 1.** Write the Schrödinger equation for $y=-\psi'/\psi$. Each order in $g$ is then a polynomial in $x$.
- **Part 2.** Take out the sign $(-1)^{n+1}$ and see which terms of the recursion can be dropped to leave a lower bound. For the sharp law, ask what happens to the ground state when $g$ is negative, and use Cauchy's theorem.
- **Part 3.** Compare the signs of $E-S_{N-1}$ and $E-S_N$. What is $R_{N-1}+R_N$?

## Solution

### 1. The recursion

From $\psi'=-y\psi$ follows $\psi''=(y^2-y')\psi$, so the Schrödinger equation becomes

$$y^2-y'=x^2+2gx^4-2E .$$

At $g=0$, $y=x$ and $E=\frac12$. Put $y=x+\sum_n g^ny_n$ with $y_n=\sum_{j=0}^{n}c_{n,j}x^{2j+1}$, which is odd because the ground state is even. At order $g^n$,

$$2xy_n+\sum_{k=1}^{n-1}y_ky_{n-k}-y_n'=2x^4\delta_{n1}-2a_n .$$

The power $x^0$ gives $a_n=c_{n,0}/2$. The power $x^{2j}$, $j\ge1$, gives

$$2c_{n,j-1}=(2j+1)c_{n,j}-\sum_{k=1}^{n-1}\sum_i c_{k,i}\,c_{n-k,\,j-1-i}+2\delta_{n1}\delta_{j2},\tag{1}$$

solved downward from $j=n+1$, where $c_{n,n+1}=0$.

For $n=1$: $c_{1,1}=1$, $c_{1,0}=\frac32$, so $a_1=\frac34$. For $n=2$: $2c_{2,2}=-1$; then $2c_{2,1}=-\frac52-3=-\frac{11}{2}$; then $2c_{2,0}=-\frac{33}{4}-\frac94=-\frac{21}{2}$, so $a_2=-\frac{21}{8}$. Continuing in rational arithmetic,

$$a_3=\tfrac{333}{16},\quad a_4=-\tfrac{30885}{128},\quad a_5=\tfrac{916731}{256},\quad a_6=-\tfrac{65518401}{1024}.$$

### 2a. Factorial growth from the recursion

Set $c_{n,j}=(-1)^{n+1}d_{n,j}$. Each product in (1) has sign $(-1)^{n}$, and the minus sign in front turns it into $(-1)^{n+1}$. Hence

$$2d_{n,j-1}=(2j+1)d_{n,j}+\sum_{k,i} d_{k,i}\,d_{n-k,\,j-1-i}+2\delta_{n1}\delta_{j2}.$$

No term is negative, so by induction all $d_{n,j}>0$ and the $a_n$ alternate in sign. The highest powers of $x$ do not involve $y'$ or $E$. They follow from $y^2=x^2+2gx^4$, or $y=x\sqrt{1+2gx^2}$, so $d_{n,n}=2^n\left|\binom{1/2}{n}\right|$. Keeping only the linear term, $d_{n,j-1}\ge\frac{2j+1}{2}d_{n,j}$, and multiplying over $j=1,\dots,n$ gives

$$|a_n|=\tfrac12d_{n,0}\ \ge\ b_n=\tfrac12(2n+1)!!\left|\tbinom{1/2}{n}\right|,\qquad \frac{b_{n+1}}{b_n}=\frac{(2n+3)(n-\frac12)}{n+1}.$$

This ratio grows as $2n$. The series therefore diverges for every $g\neq0$.

### 2b. A dispersion relation

**No level crossings.** Let $g=|g|e^{i\varphi}$ with $0<\varphi<\pi$, and let $\psi$ be an even eigenfunction. On the ray $x=re^{i\beta}$ put $\chi(r)=\psi(re^{i\beta})$. Then

$$\frac{d}{dr}\,\mathrm{Im}(\chi^*\chi')=W|\chi|^2,\quad W=r^2\sin4\beta+2|g|r^4\sin(\varphi+6\beta)-2\,\mathrm{Im}(Ee^{2i\beta}).$$

The flux $\mathrm{Im}(\chi^*\chi')$ vanishes at $r=0$, since $\psi'(0)=0$, and at infinity wherever $\psi$ decays, which is for $|\varphi+6\beta|<\pi$. On the rays $\beta=0$ and $\beta=-\varphi/6$, $W$ is monotonic in $r$. Its weighted integral is zero, so it changes sign once, and the flux is nonzero for $0<r<\infty$. Hence $\psi$ has no zeros on these rays. It has none at $x=0$, where $\psi=\psi'=0$ would make it vanish identically, and none at large $|x|$ between the rays, where it has its decaying WKB form. The number of zeros in the sector $-\varphi/6<\arg x<0$ is thus conserved as $g$ varies.

For small $\varphi$ the same monotonicity holds on all other decaying rays outside the sector, so the $k$ positive zeros of the $k$-th excited even level at real $g$ move into it. Two levels that met would share one eigenfunction with two different zero counts, which is impossible. Nor can a level run to infinity, because by WKB quantization its number of zeros would grow without limit. So $E(g)$ is analytic in the plane cut along $g<0$.

**Boundary behaviour.** With $x=e^{-i\varphi/6}s$,

$$H=e^{i\varphi/3}\left(\tfrac12p_s^2+|g|s^4\right)+\tfrac12e^{-i\varphi/3}s^2,$$

which has normalizable eigenfunctions up to and including $\varphi=\pi$. Boundary values on the cut therefore exist, and $E\to\frac12$ as $|g|\to0$. Scaling $x$ by $g^{-1/6}$ shows that $E\propto g^{1/3}$ at large $|g|$. For $\mathrm{Im}\,g>0$ the expectation value of $H$ gives $\mathrm{Im}\,E=\mathrm{Im}\,g\,\langle x^4\rangle>0$, so $\rho(\gamma)=\mathrm{Im}\,E(-\gamma+i0)\ge0$.

**Cauchy's theorem.** Apply it to $f=(E-\frac12)/g$. The large and small circles do not contribute. On the upper edge $g'=-\gamma$, $\mathrm{Im}f=-\rho/\gamma$ and $g'-g=-(\gamma+g)$, so

$$\frac{E(g)-\frac12}{g}=\frac1\pi\int_0^\infty\frac{\rho(\gamma)}{\gamma(\gamma+g)}\,d\gamma .$$

Expanding $1/(\gamma+g)$ as a finite geometric sum with its remainder gives

$$a_n=\frac{(-1)^{n+1}}{\pi}\int_0^\infty\frac{\rho\,d\gamma}{\gamma^{n+1}},\qquad E-S_N=(-1)^N\frac{g^{N+1}}{\pi}\int_0^\infty\frac{\rho\,d\gamma}{\gamma^{N+1}(\gamma+g)} .\tag{2}$$

These coefficients are those of part 1. Expand $\psi=e^{-\int y\,dx}$ itself in powers of $g$ and keep the terms through $g^N$, which gives $e^{-x^2/2}$ times a polynomial. (The exponential of the truncated $y$ would not serve: for even $N$ the coefficient $c_{N,N}$ is negative and that function is not normalizable.) This expanded wavefunction satisfies the Schrödinger equation with energy $S_N$ up to a residual of norm $O(g^{N+1})$. For a self-adjoint $H$ an eigenvalue then lies within $O(g^{N+1})$ of $S_N$, and an asymptotic expansion is unique.

### 2c. Tunnelling and the sharp law

At $g=-\gamma$ the potential turns over and the particle can escape. The outgoing solution has $\mathrm{Im}\,E=-\rho$. For unit norm inside the well, integrating $\frac{d}{dx}\mathrm{Im}(\psi^*\psi')=2\rho|\psi|^2$ across the well gives $2J=2\rho$, where $J$ is the outgoing flux $\mathrm{Im}(\psi^*\psi')$ on one side. So $\rho=J$.

Under the barrier let $s=\sqrt{1-2\gamma x^2}$ and $\kappa_0=xs$. With $E\approx\frac12$, $\kappa=\sqrt{\kappa_0^2-1}\approx\kappa_0-1/(2\kappa_0)$. The integrals are

$$\int_0^x\kappa_0\,dx'=\frac{1-s^3}{6\gamma},\qquad \int\frac{dx}{\kappa_0}=\ln\frac{x\sqrt{2\gamma}}{1+s},$$

and the WKB wave is

$$\psi=\frac{C}{\sqrt{\kappa_0}}\left(\frac{x\sqrt{2\gamma}}{1+s}\right)^{1/2}\exp\left(-\frac{1-s^3}{6\gamma}\right).$$

For $1\ll x\ll\gamma^{-1/4}$ this is $C(\gamma/2)^{1/4}e^{-x^2/2}$. Matching to $\pi^{-1/4}e^{-x^2/2}$ gives $C^2=\sqrt{2/(\pi\gamma)}$.

Near the outer turning point the outgoing wave is an Airy function that keeps a single-exponential form on an arc around that point, so the expression may be continued past it. There $s$ is imaginary, $|1+s|=x\sqrt{2\gamma}$, and $J=C^2e^{-1/(3\gamma)}$. Thus for small $\gamma$

$$\rho\simeq\sqrt{\frac{2}{\pi\gamma}}\;e^{-1/(3\gamma)} .$$

Insert this in (2) with $u=1/\gamma$. The integrand $u^{n-1/2}e^{-u/3}$ peaks near $u=3n$, that is at small $\gamma$, so the formula suffices at large $n$:

$$|a_n|\simeq\sqrt{\frac{6}{\pi^3}}\;3^n\,\Gamma\!\left(n+\tfrac12\right).\tag{3}$$

The coefficients from (1), divided by (3), give 0.832 at $n=10$ and 0.973 at $n=50$.

### 3a. Where to stop

By (2), $E-S_{N-1}$ and $E-S_N$ have opposite signs and differ by the $N$-th term, so

$$R_{N-1}+R_N=t_N .$$

The Cauchy–Schwarz inequality applied to (2) gives $R_N^2<R_{N-1}R_{N+1}$. The ratio $R_{N+1}/R_N$ thus increases with $N$, and once the errors stop falling they rise.

Let $t_m$ be the smallest term with $m\ge1$. From $t_{m+1}\ge t_m$ follows $R_{m+1}\ge R_{m-1}$, so the errors rise from $N=m$ on. From $t_{m-1}\ge t_m$ (for $m\ge2$) follows $R_{m-2}\ge R_m$, so they fall up to $N=m-1$. The best order is therefore $m-1$ or $m$, and since these two errors add up to $t_m$,

$$R_{\min}\le\tfrac12t_m .$$

For small $g$, (3) gives $t_{n+1}/t_n\approx3g(n+\frac12)$, which reaches one near $n=1/(3g)$. There $\Gamma(n+\frac12)\approx\sqrt{2\pi}\,n^ne^{-n}$, so $t_n\approx(2\sqrt3/\pi)(3gn)^ne^{-n}$. For $n=1/(3g)+\delta$ with $\delta$ of order one, $(3gn)^n=(1+3g\delta)^n\approx e^{\delta}$, which cancels the factor $e^{-\delta}$ in $e^{-n}$. Hence $t_m\approx(2\sqrt3/\pi)e^{-1/(3g)}$. By (2), $R_N/t_{N+1}$ is the average of $\gamma/(\gamma+g)$ with weight $\rho\gamma^{-N-2}$. Near the best order this weight is concentrated around $\gamma=g$, so the average tends to $\frac12$:

$$R_{\min}\simeq\frac{\sqrt3}{\pi}\,e^{-1/(3g)}\qquad(g\to0).\tag{4}$$

The exponential is that of the tunnelling rate at coupling $-g$.

### 3b. The three couplings

The reference energies come from diagonalizing $H$ in 70 even oscillator functions. At $g=0.1$ the terms are

$$t_1=0.075,\quad t_2=0.02625,\quad t_3=0.0208125,\quad t_4=0.0241289,$$

so $m=3$. With $S_2=0.5+0.075-0.02625=0.54875$ and $E=0.5591463$, the error is $0.0103963$. At $N=3$ it is $-0.010416$, almost the same size. The other couplings are treated in the same way, with these results in $\hbar\omega$:

| $g$ | $E$ | $m$ | $t_m$ | best $N$ | $R_{\min}$ | eq. (4) |
|---|---|---|---|---|---|---|
| 0.02 | 0.5140864273 | 17 | 5.82e-8 | 16 | 2.87e-8 | 3.19e-8 |
| 0.05 | 0.5326427548 | 6 | 1.00e-3 | 6 | 4.92e-4 | 7.02e-4 |
| 0.1 | 0.5591463272 | 3 | 2.08e-2 | 2 | 1.04e-2 | 1.97e-2 |

Relative to $E$, the smallest errors are $5.6\times10^{-8}$, $9.2\times10^{-4}$ and $1.9\times10^{-2}$. Both allowed positions occur: the best order is $m$ at $g=0.05$ and $m-1$ at the other two couplings. Equation (4) is a small-coupling result. The true error is 0.90 of it at $g=0.02$ but 0.53 of it at $g=0.1$.

Carrying the partial sum beyond the best order makes it worse. At $g=0.1$ the error is $0.22$ at $N=8$ and $3.7\times10^{15}$ at $N=30$.

## Variations

**A. How does the smallest error change when the coupling is halved?** Call the right side of (4) $\epsilon(g)$. Halving $g$ squares the exponential, so

$$\epsilon(g/2)=\frac{\sqrt3}{\pi}\left(\frac{\pi}{\sqrt3}\,\epsilon(g)\right)^2=\frac{\pi}{\sqrt3}\,\epsilon(g)^2 .$$

From $\epsilon(0.1)=1.967\times10^{-2}$ this gives $\epsilon(0.05)=7.02\times10^{-4}$. The actual error falls from $1.04\times10^{-2}$ to $4.92\times10^{-4}$, a factor of about 21, while the best order rises from 2 to 6.

**B. Can the coefficients through order $m$ give more than the best partial sum?** Take the mean $\frac12(S_{m-1}+S_m)$. The two errors have opposite signs, so the size of its error is $\frac12|R_{m-1}-R_m|$, where by (2)

$$R_{m-1}-R_m=\frac{g^m}{\pi}\int_0^\infty\frac{\rho}{\gamma^{m+1}}\,\frac{\gamma-g}{\gamma+g}\,d\gamma .$$

For small $g$, as in part 3a, the weight peaks near $\gamma=g$, where the last factor changes sign, so the integral largely cancels. At $g=0.05$ the errors at $N=5$ and $6$ are $-5.073\times10^{-4}$ and $4.924\times10^{-4}$, and their mean is $-7.4\times10^{-6}$. At $g=0.02$, orders 16 and 17 give $2.873\times10^{-8}$ and $-2.950\times10^{-8}$, with mean $-3.8\times10^{-10}$. The smallest error of part 3 is thus a limit on plain truncation, and not on what the coefficients can yield.

Numerical values quoted here were computed with a short program.
